# Plasmon of a doped monolayer near a perfect metal gate, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge wave and its screening

A doped monolayer lies in the plane $z=0$. Its mobile carriers have sheet density $n$, isotropic parabolic mass $m$ and charge $Q=\pm e$, where $e$ is the elementary charge. The surface of a thick metal gate is the plane $z=-d$. The spacer between them has relative permittivity $\varepsilon_b$, and the half-space above the monolayer has $\varepsilon_t$. SI units are used, and $\varepsilon_0$ is the vacuum permittivity.

At rest the carrier charge is balanced by fixed charge and by charge on the gate, so no force acts along the sheet. The questions concern a weak density wave running along $x$, with positive wavenumber $q$, and the way in which the gate changes its frequency.

### (a) From the forces to a frequency

**Question.** Treat the carriers as a charged fluid without collisions, pressure or magnetic forces. Let the potential energy of a carrier in the wave be $V(q)$ times the density disturbance. Find the frequency in terms of $n$, $m$, $q$ and $V(q)$.

**Solution.** Write the density as $n+n_1(x,t)$ and let $v(x,t)$ be the fluid velocity along $x$. Conservation of carriers reads

$$\frac{\partial n_1}{\partial t}+\frac{\partial}{\partial x}\left[(n+n_1)v\right]=0 .$$

For a weak wave both $n_1$ and $v$ are small, and the product $n_1v$ is of second order. Dropping it gives

$$\frac{\partial n_1}{\partial t}+n\frac{\partial v}{\partial x}=0 .$$

The force on a carrier is minus the gradient of its potential energy $Q\phi_1$, where $\phi_1$ is the potential of the wave in the sheet. Newton's equation for the moving fluid is

$$m\left(\frac{\partial v}{\partial t}+v\frac{\partial v}{\partial x}\right)=-Q\frac{\partial\phi_1}{\partial x}.$$

The second term on the left is again of second order and is dropped.

Let every disturbance vary as $e^{i(qx-\omega t)}$. Then $\partial/\partial t$ becomes $-i\omega$ and $\partial/\partial x$ becomes $iq$. The two equations turn into

$$-i\omega n_1+iqnv=0,\qquad -i\omega mv=-iqQ\phi_1 .$$

The first gives $v=\omega n_1/(qn)$, and the second gives $v=qQ\phi_1/(m\omega)$. Equating them and multiplying by $qn\omega$,

$$\omega^2n_1=\frac{nq^2}{m}\,Q\phi_1 .$$

The definition of $V(q)$ is $Q\phi_1=V(q)n_1$. A wave with nonzero $n_1$ therefore needs

$$\boxed{\omega^2=\frac{nq^2}{m}V(q)} .$$

The relation $v=(\omega/q)(n_1/n)$ also shows when the linear equations are allowed. The neglected term $v\,\partial v/\partial x$ is smaller than $\partial v/\partial t$ by a factor of order $qv/\omega=n_1/n$. Both approximations thus rest on the single condition $|n_1|\ll n$.

The factor $q^2$ has a plain origin. One power of $q$ comes from the gradient that turns potential into force, and the other from the divergence that turns velocity into accumulated density. If $V$ did not depend on $q$, the wave would behave like sound. Any other dispersion in this model must come from the wavenumber dependence of the interaction.

### (b) The potential of a charge wave above the gate

**Question.** Find $V(q)$ for the layered structure. Assume that the fields adjust instantaneously and that the gate is a perfect conductor.

**Solution.** The wave carries the sheet charge $Qn_1$. Outside the sheet there is no free charge, so within each uniform dielectric the potential obeys Laplace's equation. With the factor $e^{i(qx-\omega t)}$ taken out, the remaining profile $\phi(z)$ satisfies

$$\frac{d^2\phi}{dz^2}-q^2\phi=0 .$$

Its solutions are combinations of $e^{qz}$ and $e^{-qz}$. Three conditions select the right one.

First, the potential must vanish far above the sheet, which leaves $e^{-qz}$ for $z>0$. Second, the surface of a perfect conductor is an equipotential. A constant gate voltage belongs to the state at rest, so the part of the potential that varies with $x$ must vanish at $z=-d$. Third, the potential is continuous at the sheet. If its value there is $\phi_1$, then

$$\phi(z)=\phi_1e^{-qz}\quad(z>0),$$

$$\phi(z)=\phi_1\frac{\sinh[q(z+d)]}{\sinh(qd)}\quad(-d<z<0).$$

The lower form vanishes at $z=-d$ and equals $\phi_1$ at $z=0$, as required.

Gauss's law fixes $\phi_1$. The normal displacement is $D_z=-\varepsilon_0\varepsilon\,d\phi/dz$, and its jump across the sheet is the sheet charge:

$$D_z(0^+)-D_z(0^-)=Qn_1 .$$

The slopes on the two sides are

$$\phi'(0^+)=-q\phi_1,\qquad \phi'(0^-)=q\phi_1\coth(qd).$$

Hence $D_z(0^+)=\varepsilon_0\varepsilon_tq\phi_1$, directed upwards for positive $\phi_1$. Likewise $D_z(0^-)=-\varepsilon_0\varepsilon_bq\phi_1\coth(qd)$, directed downwards. Their difference is

$$\varepsilon_0q\left[\varepsilon_t+\varepsilon_b\coth(qd)\right]\phi_1=Qn_1 .$$

Solving for $\phi_1$, multiplying by $Q$ and using $Q^2=e^2$,

$$\boxed{V(q)=\frac{e^2}{\varepsilon_0q\left[\varepsilon_t+\varepsilon_b\coth(qd)\right]}} .$$

The sign of the carriers has dropped out, so electrons and holes of equal mass and density give the same wave. Since $V$ is positive, $\omega^2$ is positive as well: the accumulated charge pushes carriers away, and their inertia carries them past equilibrium.

The two terms in the bracket show where the field lines go. The fraction of the electric flux that leaves upwards is

$$\frac{\varepsilon_t}{\varepsilon_t+\varepsilon_b\coth(qd)} .$$

The remainder goes down into the spacer. As the wavelength grows at fixed $d$, $\coth(qd)$ grows too, and a rising share of the flux takes the short path to the gate.

### (c) Long waves without and with the gate

**Question.** Insert $V(q)$ into the result of (a). Find the dispersion when the gate is infinitely far away, and then when the wavelength is long compared with the gate distance. State the conditions for the second result.

**Solution.** The full dispersion of this model is

$$\omega^2=\frac{ne^2}{m\varepsilon_0}\,\frac{q}{\varepsilon_t+\varepsilon_b\coth(qd)} .$$

Take the distant gate first. At fixed $q$, let $d\to\infty$. Then $\coth(qd)\to1$, and

$$\omega=\sqrt{\frac{ne^2q}{m\varepsilon_0(\varepsilon_t+\varepsilon_b)}} .$$

This is the square-root plasmon. Its phase velocity $\omega/q$ is proportional to $q^{-1/2}$ and grows without bound as $q\to0$ in the instantaneous-field model. That model must fail before the velocity reaches the speed of light in the surroundings.

Now keep $d$ fixed and let $x=qd$ be small. The leading terms of the hyperbolic functions give

$$\coth x=\frac{1+x^2/2+\cdots}{x\,(1+x^2/6+\cdots)}=\frac1x\left(1+\frac{x^2}{3}+\cdots\right),$$

because $1/2-1/6=1/3$. The bracket in the dispersion becomes

$$\varepsilon_t+\varepsilon_b\coth x=\frac{\varepsilon_b}{x}\left(1+\frac{\varepsilon_t}{\varepsilon_b}x+\frac{x^2}{3}+\cdots\right).$$

Only the leading one in the parentheses may be kept if

$$qd\ll1\qquad\text{and}\qquad\frac{\varepsilon_t}{\varepsilon_b}qd\ll1 .$$

Then the bracket is $\varepsilon_b/(qd)$, and

$$\omega^2=\frac{ne^2}{m\varepsilon_0}\,q\,\frac{qd}{\varepsilon_b}=\frac{ne^2d}{m\varepsilon_0\varepsilon_b}\,q^2 .$$

The positive root is

$$\boxed{\omega=sq,\qquad s=\sqrt{\frac{ne^2d}{m\varepsilon_0\varepsilon_b}}} .$$

The gate has supplied the missing power of $q$. Density, mass and distance do not suffice to fix the velocity: the permittivity of the spacer enters too. The permittivity above the sheet is absent at this order, because the flux fraction going upwards tends to zero.

The second condition matters when the medium above is much more polarizable than the spacer. If $qd\ll1$ but $(\varepsilon_t/\varepsilon_b)qd\gg1$, the term $\varepsilon_t$ dominates the bracket. The result is then $\omega^2\approx ne^2q/(m\varepsilon_0\varepsilon_t)$, which is again a square-root law. A gate that is close on the scale of the wavelength is therefore not yet sufficient for a linear mode. It must also collect most of the flux.

At equal $q$, density, mass and permittivities, the ratio of the gated to the ungated frequency follows from the two dispersions:

$$\frac{\omega_{\rm gated}^2}{\omega_{\rm free}^2}=\frac{\varepsilon_t+\varepsilon_b}{\varepsilon_t+\varepsilon_b\coth(qd)}<1 .$$

The inequality holds because $\coth(qd)>1$ for finite $qd$. The gate lowers the frequency by weakening the restoring force.

### (d) Image charge and capacitance

**Question.** Explain the change of power law in real space for $\varepsilon_t=\varepsilon_b=\varepsilon$. Then express the velocity through the capacitance per area between sheet and gate.

**Solution.** In a uniform dielectric, a carrier at height $d$ above a perfect conductor has an image of opposite charge at depth $d$ below the metal surface. The image lies $2d$ below the sheet. The interaction energy of two carriers in the sheet at separation $r$ is

$$U(r)=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).$$

At $r\gg d$ the second term expands as

$$\frac1{\sqrt{r^2+4d^2}}=\frac1r\left(1-\frac{2d^2}{r^2}+\cdots\right).$$

The two $1/r$ terms cancel, and the remaining interaction falls as $2d^2/r^3$. This is the potential of a dipole. A charge and its image have a dipole moment of $2d$ times the charge, and the second carrier lies at height $d$ above the centre of the pair, which gives the product $2d^2$.

The function $V(q)$ is the two-dimensional Fourier transform of $U(r)$. At $q=0$ the transform is the area integral:

$$V(0)=\int_0^\infty 2\pi r\,U(r)\,dr=\frac{e^2}{2\varepsilon_0\varepsilon}\int_0^\infty\left(1-\frac r{\sqrt{r^2+4d^2}}\right)dr .$$

An antiderivative of the last integrand is $r-\sqrt{r^2+4d^2}$. It tends to zero at large $r$ and equals $-2d$ at $r=0$, so the integral is $2d$. Hence

$$V(0)=\frac{e^2d}{\varepsilon_0\varepsilon},$$

in agreement with the limit used in (c). A density wave much longer than $d$ looks uniform over the range of this interaction. Each carrier then feels an energy proportional to the local density, as in a compressible fluid, and the wave is sound-like.

Without the image, the area integral of $1/r$ out to a radius $R$ is $2\pi R$. It grows with $R$ until the oscillation of the density cuts it off at a distance of order $1/q$. This produces $V\propto1/q$ and the square-root law. The distinction therefore lies in the range of the interaction, while the inertia of the carriers is the same in both cases.

For general permittivities, the long-wave potential is that of a parallel-plate capacitor. Its capacitance per area is

$$C=\frac{\varepsilon_0\varepsilon_b}{d},$$

so $V(0)=e^2/C$ and

$$s^2=\frac{ne^2}{mC}.$$

The remaining factor is an inductance that comes from the inertia of the carriers. The sheet current density is $K=Qnv$. A field $E$ along the sheet gives $m\,\partial v/\partial t=QE$, and therefore

$$E=\frac m{ne^2}\frac{\partial K}{\partial t}.$$

The coefficient $L_k=m/(ne^2)$ is the kinetic inductance per square. The velocity becomes $s=1/\sqrt{L_kC}$, the form for a transmission line. A larger density lowers the inductance, a larger mass raises it, and a larger distance lowers the capacitance.

### (e) The first departures from a straight line

**Question.** Expand $\omega(q)$ through relative order $(qd)^2$, and find the group velocity through first order.

**Solution.** Put $a=\varepsilon_t/\varepsilon_b$ and $x=qd$. The expansion in (c) gives

$$\omega=sq\,(1+u)^{-1/2},\qquad u=ax+\frac{x^2}{3}+\cdots .$$

For small $u$, $(1+u)^{-1/2}=1-u/2+3u^2/8+\cdots$. Through order $x^2$ the square is $u^2=a^2x^2$. Substitution gives

$$\boxed{\omega=sq\left[1-\frac a2qd+\left(\frac{3a^2}8-\frac16\right)(qd)^2+\cdots\right]} .$$

The first correction is negative and proportional to $\varepsilon_t$. It comes from the flux that escapes upwards: this second path adds to the capacitance and softens the restoring force. The $-1/6$ in the next order comes from the spacer, where the field is no longer uniform between sheet and gate.

Keeping the first correction, $\omega=s(q-adq^2/2)$. Differentiation yields

$$\frac{d\omega}{dq}=s(1-aqd+\cdots).$$

The group velocity thus falls below $s$ twice as fast as the phase velocity. Relative to $\omega=sq$, the first correction gives a component of wavenumber $q$ a phase error of magnitude $adq^2X/2$ after a distance $X$. A pulse whose spectrum reaches from long waves up to a wavenumber $q_m$ therefore keeps its shape, to this order, if $adq_m^2X/2\ll1$. This condition is sufficient but somewhat strict, because part of the phase error merely delays the pulse.

In the ideal model, a gate that is close on the scale of the wavelength and collects most of the flux turns the square-root plasmon into a linear mode $\omega=sq$, whose first departures from a straight line are now known. It remains to put numbers to a device-sized example and to see how carrier motion, scattering, a real gate and other corrections change or destroy this mode.
